# Attachment and Permeability from Eliminating a Step Edge Site, part 2

A straight surface step exchanges adatoms with its lower ($+$) and upper ($-$) terraces. Removing the edge site from a lattice hopping model gives boundary conditions for continuum terraces.

Sites lie at $x=ja$, with the edge at $j=0$. Dilute adatoms have density $\rho_j$ per area, hop rate $\nu$ in each direction and deposition flux $F$ per area:

$$\frac{d\rho_j}{dt}=\nu(\rho_{j+1}+\rho_{j-1}-2\rho_j)+F,\qquad D=a^2\nu. \tag{1}$$

The ghost densities $\rho_\pm$ continue the terrace solutions to the edge position. The bond fluxes $J_\pm$, per step length, are positive toward the edge:

$$J_\pm=\frac{D}{a}(\rho_{\pm1}-\rho_\pm). \tag{5}$$

Entering the edge costs $\Delta_\pm$ more than a terrace hop, and an edge site lies $E_b$ below a terrace site. The edge holds $\ell u$ atoms per length, where $\ell=ae^{E_b/kT}$ and $u$ is the equivalent terrace density:

$$\rho_\pm-u=R_\pm J_\pm,\qquad R_\pm=\frac{a}{D}\left(e^{\Delta_\pm/kT}-1\right). \tag{6}$$

Kinks capture at mean rate $\kappa$ per edge atom, with $G=\kappa\ell$; $\rho_{eq}$ is the density in equilibrium with the crystal:

$$\ell\frac{du}{dt}=J_++J_-+Fa-G(u-\rho_{eq}). \tag{7}$$

With $\sigma_\pm=\rho_\pm-\rho_{eq}$ and $w=u-\rho_{eq}$, steady elimination of $u$ gives the attachment coefficients $k_\pm$ and permeability $p$:

$$M=R_+R_-G+R_++R_- . \tag{9}$$

$$J_\pm=k_\pm(\rho_\pm-\rho_{eq})+p(\rho_\pm-\rho_\mp)-Fa\frac{R_\mp}{M}, \tag{10}$$

$$k_+=\frac{R_-G}{M},\qquad k_-=\frac{R_+G}{M},\qquad p=\frac1M. \tag{11}$$

The steady lower-terrace profile, with constants $A=\rho_+$ and $B$, is

$$\rho(x)=A+Bx-\frac{F}{2D}x^2, \tag{14}$$

and the continuum fluxes into the step, $f_\pm=J_\pm+Fa/2$, obey

$$f_\pm=k_\pm\sigma_\pm+p(\rho_\pm-\rho_\mp)+Fa\,c_\pm,\qquad c_\pm=\frac12-\frac{R_\mp}{M}. \tag{15}$$

Example at 900 K: $kT=0.0776$ eV, $a=0.384$ nm, $\Delta_+=0.02$ eV, $\Delta_-=0.10$ eV, $E_b=0.30$ eV, $\ell=18.4$ nm, $\kappa=9.08\times10^5\ \mathrm{s^{-1}}$, $\nu=9.12\times10^7\ \mathrm{s^{-1}}$. In units of $a/D$, $R_+=0.294$, $R_-=2.63$ and $M=3.29$. In units of $D/a$, $G=0.476$, $k_+=0.380$, $k_-=0.0426$ and $p=0.304$.

Bare-conductance coefficients, built from $g_\pm=(D/a)e^{-\Delta_\pm/kT}$, belong to densities at the first terrace sites: 0.241, 0.086 and 0.140 $D/a$ for $k_+$, $k_-$ and $p$. The opening example lowered $\Delta_+$ to zero, which makes $k_-=0$.

## A train of equal terraces

Let identical steps be separated by $L=Na$, where the $N$ sites of a period include one edge site. The terrace $0<x<L$ is the lower terrace of the step at $x=0$ and the upper terrace of the step at $x=L$. All steps are equivalent, so $\rho_+=\rho(0)$ and $\rho_-=\rho(L)$ may be used in the conditions at one step.

Let $s=DB/(FL)$ be the fraction of growth supplied from the lower side. Since $f_-=-D\rho'(L)=FL-DB$, the upper side supplies $1-s$. From (14),

$$\rho_--\rho_+=BL-\frac{FL^2}{2D}=\frac{FL^2}{D}\left(s-\frac12\right). \tag{16}$$

Write $\hat k_\pm=k_\pm a/D$, $\hat p=pa/D$ and $r=k_-/k_+$. Division of (15) by $FL$ gives, for the lower side,

$$s=\frac{k_+\sigma_+}{FL}-\hat pN\left(s-\frac12\right)+\frac{c_+}{N}. \tag{17}$$

For the upper side, use $\sigma_-=\sigma_++(\rho_--\rho_+)$:

$$1-s=\frac{k_-\sigma_+}{FL}+(\hat k_-+\hat p)N\left(s-\frac12\right)+\frac{c_-}{N}. \tag{18}$$

Solve (17) for $k_+\sigma_+/(FL)$ and multiply by $r$ to obtain $k_-\sigma_+/(FL)$. Equation (18) becomes

$$1-s=r\left[s+\hat pN\left(s-\frac12\right)-\frac{c_+}{N}\right]+(\hat k_-+\hat p)N\left(s-\frac12\right)+\frac{c_-}{N}.$$

With $s=\frac12+(s-\frac12)$ on both sides, collecting terms gives

$$s-\frac12=\frac{\frac12(1-r)+(rc_+-c_-)/N}{1+r+H},\qquad H=N[\hat k_-+(1+r)\hat p]. \tag{19}$$

The first term in the numerator is the attachment asymmetry. The second is the correction from deposition on the edge, which falls as $1/N$ relative to the first. A large $\hat pN$ in the denominator makes the supplies from the two sides more equal.

## The growing example

The example has $N=26$, $L=9.98$ nm and a deposition rate of 0.05 layers per second. Here

$$r=\frac{0.0426}{0.380}=0.112,\qquad H=26\,[0.0426+1.112\times0.304]=9.88 .$$

The edge terms are $c_+=0.5-2.63/3.29=-0.299$ and $c_-=0.5-0.294/3.29=0.411$. Therefore

$$s-\frac12=\frac{0.444-0.017}{11.0}=0.0388 .$$

The lower terrace supplies 54% of the growth and the upper terrace 46%. This near balance occurs although the attachment coefficients differ by a factor of nine. The net permeability flux from the upper to the lower terrace is

$$\frac{p(\rho_--\rho_+)}{FL}=26\times0.304\times0.0388=0.307 .$$

It is a net flux in the reduced description, not a count of individual crossings. Equation (17) now gives the attachment term on the lower side as $0.539+0.307+0.011=0.857$ of the growth flux. Most of the growth thus enters the lower-side attachment term, although the lower terrace supplies little more than half.

The equilibrium density is $3.56\times10^{-7}\ \mathrm{nm^{-2}}$. The extrapolated densities are $5.74\times10^{-7}$ on the lower side and $6.71\times10^{-7}\ \mathrm{nm^{-2}}$ on the upper side, and the largest terrace density is $9.38\times10^{-7}\ \mathrm{nm^{-2}}$. The profile agrees with a direct solution of the lattice equations at all terrace sites to within rounding.

Three alterations show which terms matter. Each error below is the largest over the terrace, relative to the local excess over equilibrium.

- Setting $p=0$, with $k_\pm$ and $c_\pm$ unchanged, raises the lower supply from 54% to 69% and gives a density error of 93%.
- Using the bare-conductance coefficients at $x=0$, without the edge terms $c_\pm$, gives an error of 20%.
- Omitting $c_\pm$ from the correct boundary conditions gives an error of 1.2%.

The last number is small because the edge is one site in 26. The effect of permeability is large here because the two attachment coefficients are very different and $\hat pN=7.9$ is well above $1+r+\hat k_-N=2.2$, the part of the denominator in (19) that remains without $p$. On much wider terraces $\hat k_-N$ alone makes the supplies from the two sides nearly equal, with or without permeability. This holds for the supplies only. The density error from setting $p=0$ does not fade with width but grows, to about 160% at $N=100$ and about 200% at $N=400$, because without $p$ the upper terrace must pass its share through the small $k_-$ alone. With equal barriers on both sides the densities $\rho_\pm$ in the train are equal, and $p$ has no effect however large $\hat pN$ is.

## What “fast” has to mean

Steady elimination is exact for a fixed step in this lattice model, however slowly the edge responds. Speed matters once the populations change. Consider a small deviation from the steady state proportional to $e^{-\lambda t}$, and let $\sigma_\pm$, $w$ and $J_\pm$ now denote deviations. Deposition is constant and drops out. The edge balance becomes

$$-\lambda\ell w=J_++J_--Gw,\qquad\text{so}\qquad J_++J_-=(G-\lambda\ell)w .$$

The resistance relations are unchanged, because the ghost density was defined without assuming a steady state. The earlier elimination therefore applies with

$$G\to G_\lambda=G-\lambda\ell=G(1-\epsilon),\qquad \epsilon=\frac\lambda\kappa. \tag{20}$$

The new denominator is $M_\lambda=M-\epsilon R_+R_-G$. Hence

$$\frac{k_\pm(\lambda)}{k_\pm}=\frac{1-\epsilon}{1-\epsilon R_+R_-G/M},\qquad \frac{p(\lambda)}{p}=\frac1{1-\epsilon R_+R_-G/M}. \tag{21}$$

To first order in $\epsilon$, with $M-R_+R_-G=R_++R_-$,

$$\frac{\delta k_\pm}{k_\pm}=-\epsilon\frac{R_++R_-}{M},\qquad \frac{\delta p}{p}=\epsilon\frac{R_+R_-G}{M}. \tag{22}$$

For positive resistances both fractions multiplying $\epsilon$ lie between zero and one, so $\lambda\ll\kappa$ is sufficient for all three coefficients. If exchange with the terraces is much faster than capture, $R_+R_-G\ll R_++R_-$. The permeability is then insensitive to $\epsilon$, but the attachment coefficients still change by nearly the full fraction $\epsilon$. Fast exchange therefore does not by itself justify static attachment coefficients. The edge can be in equilibrium with the terraces and still store atoms that have not reached a kink.

## Slow growth and a fast transient

During steady deposition the layer rate is $5.5\times10^{-8}$ of $\kappa$. Changes on the time scale of a layer easily meet the condition.

Relaxation of the terrace population is different. In a train whose steps all relax in phase, a mode has the form

$$\delta\rho_j=\alpha\cos(qja)+\beta\sin(qja),\qquad \lambda=2\nu(1-\cos qa).$$

The second relation follows from the lattice equation. The fluxes are $J_+=(D/a)(\delta\rho_1-\delta\rho_0)$ and $J_-=(D/a)(\delta\rho_{N-1}-\delta\rho_N)$, with $\delta\rho_0$ and $\delta\rho_N$ as ghost values. Equating them to the reduced fluxes gives two homogeneous equations for $\alpha$ and $\beta$, and their determinant must vanish.

With $G_\lambda$ from (20), the slowest root is $4.80\times10^5\ \mathrm{s^{-1}}$, equal to the slowest rate found by diagonalizing the full lattice equations. With the static $G$, the root is $6.86\times10^5\ \mathrm{s^{-1}}$, which is 43% too high. Here $\epsilon=4.80/9.08=0.53$. Since $R_+R_-G/M=0.112$, (21) shows that the attachment coefficients are about half their static values in this mode, while $p$ rises by about 6%.

The storage is substantial. At a common equivalent density $u$, the edge holds $18.4\,\mathrm{nm}\times u$ atoms per step length, against $25a\,u=9.6\,\mathrm{nm}\times u$ for the terrace sites. When $\ell$ is reduced to $0.02a$ and then $0.01a$, at fixed $R_\pm$ and $G$, the relative error of the static relaxation rate is $1.19\times10^{-4}$ and then $5.97\times10^{-5}$. It halves with $\ell$, as expected for a small storage correction.

## When capture is uneven along the step

The rate $\kappa$ is an average. Suppose instead that one edge site in four lies beside a kink and captures at rate $4\kappa$, while the others do not capture. Atoms must then move along the edge or pass over the terraces to reach that site.

Let bars denote averages along the step, and set $F=0$ to isolate the exchange coefficients. If the barriers $\Delta_\pm$ are the same at every edge site, the bond relations are linear with constant factors. Hops parallel to the step cancel in the average, so

$$\bar\sigma_\pm-\bar w=R_\pm\bar J_\pm$$

still holds. With edge densities expressed as equivalent terrace densities, detailed balance gives every bond the same conductance in both directions. Eliminating sites from such a linear network preserves this symmetry, so a uniform excess on one side drives the same mean flux out at the other side as in the reverse case. The exchange therefore still has two attachment coefficients and one common permeability. Put $\bar\sigma_+=\bar\sigma_-=1$. Then $\bar J_\pm=k_\pm$, and the two expressions for $\bar w$ give

$$R_+k_+=R_-k_- .$$

Next put $\bar\sigma_+=1$ and $\bar\sigma_-=0$. Then $\bar J_+=k_++p$ and $\bar J_-=-p$, so

$$1-R_+(k_++p)=R_-p,\qquad p=\frac{1-R_+k_+}{R_++R_-}. \tag{23}$$

These two relations leave one free number. The uniform-edge formulas satisfy both of them, and that number can be expressed as an effective capture coefficient

$$G_{\rm eff}=\frac{k_+}{R_-p}.$$

Uneven capture thus changes $G$ but leaves the form of the result intact. The value of $G_{\rm eff}$ includes paths over the terraces, so it is a property of the step alone only when the terraces are wide compared with the kink spacing. With one capturing site in 26 at the same mean rate, it is $0.073\,D/a$ for wide terraces and $0.088\,D/a$ when uniform densities are imposed two rows from the edge.

A two-dimensional lattice solution with the example's edge-hop rate gives $k_+=0.309$, $k_-=0.0346$ and $p=0.311$ in units of $D/a$. Relative to uniform capture, both attachment coefficients fall by 19% and the permeability rises by 2%. The effective coefficient is

$$G_{\rm eff}=\frac{0.309}{2.63\times0.311}\frac Da=0.378\frac Da,$$

which is 21% below $G$. Since the capture flux is $G$ times the excess at the capturing site, that site holds 79% of the average edge excess. If edge hopping is raised to $10^4\nu$ at fixed capture rate, the uniform coefficients return to within 0.1%.

## Other omitted processes

The step was held fixed while the adatom density was found. Its speed is $v=Fa^2L$, and the ratio $vL/D$ of advection to diffusion is $3.7\times10^{-7}$. The edge occupation is $3.9\times10^{-6}$ atoms per site, so blocking at the edge is negligible here.

Meetings between adatoms can be estimated from four hop directions per atom and the mean squared site occupation. On the terrace sites, an area $L\times L$ then has about 0.07 encounters during the deposition of one layer (the value 0.077 in the output counts all 26 rows as terrace rows). This count includes repeated meetings of the same two atoms, whereas a stable pair would form at the first one. If every such first meeting made a stable pair, fewer than one area in thirteen would therefore receive an island nucleus on its terrace per layer. Binding between atoms on neighbouring sites enlarges the target, but nucleation remains rare in this example. The edge row is narrow but more densely occupied, and meetings that involve edge atoms add about 0.08 per step length $L$. Encounters are the largest of these omitted processes. With an assumed desorption barrier of 2.5 eV, a fraction $2.4\times10^{-7}$ of the deposited atoms is lost.

## Beside a silicon surface

The temperature, terrace width and deposition rate are in the rough range of molecular beam epitaxy on vicinal silicon, and the lattice spacing is close to that of its unreconstructed surface cell, about 0.38 nm. The barriers are round model values, not measured ones. The adatom energy of 1.3 eV relative to a kink is probably far too high for silicon, whose surfaces are thought to hold much more mobile material at such temperatures. This does not alter $k_\pm$ or $p$ in the dilute model, but encounters grow as the square of the density. Ten times the density would raise the encounters on terrace sites from 0.07 to about seven, and those involving edge atoms by the same factor. The neglect of islands would then need a new justification. The dilute model has a limit of its own: at equilibrium an edge site is $e^{E_b/kT}=48$ times as occupied as a terrace site, so a terrace occupation near one percent would already fill a large part of the edge, and the formulas for $k_\pm$ and $p$ would no longer hold as they stand. Real silicon surfaces are also reconstructed, so the square grid with a single hop rate is broken. A change of 0.10 eV in one barrier changes its rate by a factor of 3.6 at 900 K. Even the 0.02 eV change of the opening example removes $k_-$ and raises $p$ from 0.304 to $0.380\,D/a$. The example therefore shows how the coefficients are connected and does not predict their values for silicon. The full set of values is in the numerical output below.

## Computed results

```
temperature: 900 K
kT: 0.077556 eV
lattice spacing a: 0.384 nm
attempt rate: 1e+13 1/s
terrace barrier: 0.9 eV
extra barrier, lower side: 0.02 eV
extra barrier, upper side: 0.1 eV
edge binding: 0.3 eV
edge hop and kink entry barrier: 1.15 eV
adatom energy above kink: 1.3 eV
desorption barrier: 2.5 eV
edge sites per kink: 4
sites per step period: 26
terrace width L: 9.984 nm
deposition rate: 0.05 layers/s
terrace hop rate nu: 9.1248e+07 1/s
diffusion coefficient D: 1.3455e+07 nm^2/s
D/a: 3.5039e+07 nm/s
mean capture rate kappa: 9.0829e+05 1/s
storage length ell: 18.376 nm
R_lower in a/D: 0.29418
R_upper in a/D: 2.6306
G in D/a: 0.47635
k_lower, k_upper, p in D/a: 0.38048 0.04255 0.30364
same from solved lattice: 0.38048 0.04255 0.30364
k_lower, k_upper, p in nm/s: 1.333e+07 1.491e+06 1.064e+07
bare-rate coefficients in D/a: 0.24144 0.08607 0.13961
lower barrier 0 eV, lattice, D/a: 0.47635 0.00000 0.38015
lower barrier -0.02 eV, lattice, D/a: 0.59151 -0.05111 0.47205
equilibrium adatom density: 3.5617e-07 1/nm^2
density at step, lower side: 5.7377e-07 1/nm^2
density at step, upper side: 6.7132e-07 1/nm^2
largest terrace density: 9.3845e-07 1/nm^2
supply from lower terrace / FL: 0.53883
supply from upper terrace / FL: 0.46117
crossing flux upper to lower / FL: 0.30658
lower supply / FL if p is dropped: 0.69251
max excess-density error, p dropped: 92.876 %
max excess-density error, bare rates: 19.557 %
max excess-density error, no edge-deposition term: 1.2136 %
slowest relaxation, lattice: 4.7972e+05 1/s
slowest relaxation, static elimination: 6.8554e+05 1/s
static error at ell/a = 0.02, 0.01: 1.193e-04 5.965e-05
deposition rate / kappa: 5.5049e-08
uneven kink capture, k_lower k_upper p in D/a: 0.30911 0.03457 0.31082
change by uneven capture in %: -18.8 -18.8 2.4
adatom encounters per L x L per layer: 0.076573
desorbed fraction: 2.3852e-07
step-motion Peclet number vL/D: 3.7042e-07
edge site occupation: 3.9446e-06
```
